# Why the Meiboom-Gill phase shift stops flip-angle errors accumulating: a program that tests the result

```python
"""
Why the Meiboom-Gill phase shift stops flip-angle errors accumulating.

Result under test: an echo unit (precession phi about z, pulse pi+eps about a
transverse axis p, precession phi about z) is a rotation by pi+2*alpha about
    n = (c p - s sin(phi) z) / sqrt(1 - s^2 cos(phi)^2),
with s = sin(eps/2), c = cos(eps/2), sin(alpha) = s cos(phi).
Two units give a net rotation 4*alpha about the same n.
Carr-Purcell (CP): p = x.  Meiboom-Gill (MG): p = y.
The magnetisation starts along -y; the signal is its projection on -y.
For finite pulses, ratio = offset/drive tilts the pulse axis to p + ratio*z.
Rotations are active and right-handed. Explicit matrix products are compared
with the derived formulas.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.special import j0, j1, jn_zeros
from scipy.spatial.transform import Rotation

X, Y, Z = np.eye(3)
START = -Y
CP_PHASE, MG_PHASE = 0.0, np.pi / 2


def rotation(axis, angle):
    """Rotation matrix, or a stack of them if angle is an array."""
    vectors = np.multiply.outer(np.asarray(angle, dtype=float), axis)
    return Rotation.from_rotvec(vectors).as_matrix()


def transverse(phase):
    return np.cos(phase) * X + np.sin(phase) * Y


def echo_unit(phase, phi, eps, ratio=0.0):
    """Echo unit; ratio = offset/drive is zero for a hard pulse."""
    free = rotation(Z, phi)
    pulse = rotation(transverse(phase) + ratio * Z, np.pi + eps)
    return free @ pulse @ free


def follow(unit, start, count):
    """Magnetisation after 0, 1, ..., count echoes."""
    history = [np.broadcast_to(start, unit.shape[:-1]).copy()]
    for _ in range(count):
        history.append(np.einsum('...ij,...j->...i', unit, history[-1]))
    return np.array(history)


def derived_axis(phase, phi, eps):
    s, c = np.sin(eps / 2), np.cos(eps / 2)
    vector = c * transverse(phase) - s * np.sin(phi) * Z
    return vector / np.sqrt(1 - (s * np.cos(phi))**2)


def derived_alpha(phi, eps):
    return np.arcsin(np.sin(eps / 2) * np.cos(phi))


def derived_finite(phase, phi, eps, ratio):
    """Axis and alpha of an echo unit whose pulse has finite length."""
    length = np.sqrt(1 + ratio**2)
    half = (np.pi + eps) * length / 2
    big_c, big_s = np.cos(half), np.sin(half) / length
    alpha = np.arcsin(-big_c * np.cos(phi) + ratio * big_s * np.sin(phi))
    vector = (big_s * transverse(phase)
              + (big_c * np.sin(phi) + ratio * big_s * np.cos(phi)) * Z)
    return vector / np.linalg.norm(vector), alpha


def signal_formula(n, alpha, count):
    k = np.arange(count + 1)
    along = (START @ n)**2
    return along + (1 - along) * (-1.0)**k * np.cos(2 * k * alpha)


def axis_times_sine(matrix):
    """Antisymmetric part of a rotation matrix: axis times sin(angle)."""
    return 0.5 * np.array([matrix[2, 1] - matrix[1, 2],
                           matrix[0, 2] - matrix[2, 0],
                           matrix[1, 0] - matrix[0, 1]])


def rotation_angle(matrix):
    return np.arctan2(np.linalg.norm(axis_times_sine(matrix)),
                      (np.trace(matrix) - 1) / 2)


# Spinor form, axis, pair angle and signal for random parameters
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
rng = np.random.default_rng(4)
for _ in range(40):
    phase, phi = rng.uniform(-np.pi, np.pi, 2)
    eps = rng.uniform(-1.0, 1.0)
    s, c = np.sin(eps / 2), np.cos(eps / 2)
    sigma_p = np.einsum('i,ijk->jk', transverse(phase), sigma)
    free = expm(-0.5j * phi * sigma[2])
    product = free @ expm(-0.5j * (np.pi + eps) * sigma_p) @ free
    closed = (-s * np.cos(phi) * np.eye(2)
              - 1j * (c * sigma_p - s * np.sin(phi) * sigma[2]))
    assert np.allclose(product, closed, atol=1e-12)

    unit = echo_unit(phase, phi, eps)
    pair = unit @ unit
    n, alpha = derived_axis(phase, phi, eps), derived_alpha(phi, eps)
    assert np.allclose(unit @ n, n, atol=1e-12)
    assert np.allclose(axis_times_sine(pair), n * np.sin(4 * alpha), atol=1e-12)
    assert abs(np.trace(pair) - 1 - 2 * np.cos(4 * alpha)) < 1e-12
    signal = follow(unit, START, 30) @ START
    assert np.allclose(signal, signal_formula(n, alpha, 30), atol=1e-11)

    # Same test with a finite pulse
    ratio = rng.uniform(-0.3, 0.3)
    unit = echo_unit(phase, phi, eps, ratio)
    pair = unit @ unit
    n, alpha = derived_finite(phase, phi, eps, ratio)
    assert np.allclose(unit @ n, n, atol=1e-12)
    assert np.allclose(axis_times_sine(pair), n * np.sin(4 * alpha), atol=1e-12)
    signal = follow(unit, START, 30) @ START
    assert np.allclose(signal, signal_formula(n, alpha, 30), atol=1e-11)

# Pair rotation is the identity when cos(phi) = 0
special = echo_unit(CP_PHASE, np.pi / 2, 0.3)
assert np.allclose(special @ special, np.eye(3), atol=1e-12)

# Leading orders of the z errors and of the MG losses
small, phi_test = 0.01, 0.7
sp, cp = np.sin(phi_test), np.cos(phi_test)
cp_small = follow(echo_unit(CP_PHASE, phi_test, small), START, 2)
mg_small = follow(echo_unit(MG_PHASE, phi_test, small), START, 2)
for found, expected in [
        (cp_small[1, 2], small * cp), (cp_small[2, 2], -2 * small * cp),
        (mg_small[1, 2], small * sp), (mg_small[2, 2], small**3 * sp * cp**2),
        (1 - mg_small[1] @ START, small**2 * sp**2 / 2),
        (1 - mg_small[2] @ START, small**4 * sp**2 * cp**2 / 2)]:
    assert abs(found / expected - 1) < 1e-3

# Worked example: energies in eV, times in hbar/eV
offset, tau, drive = 1e-13, 5e12, 1e-10
excess = 0.05
eps, phi = excess * np.pi, offset * tau
alpha = derived_alpha(phi, eps)
cp_unit, mg_unit = (echo_unit(p, phi, eps) for p in (CP_PHASE, MG_PHASE))
cp_pair, mg_pair = cp_unit @ cp_unit, mg_unit @ mg_unit
cp_vector, mg_vector = axis_times_sine(cp_pair), axis_times_sine(mg_pair)
pair_angle = rotation_angle(mg_pair)
cp_axis = cp_vector / np.linalg.norm(cp_vector)
mg_axis = mg_vector / np.linalg.norm(mg_vector)
tilt = np.arctan2(abs(mg_axis[2]), abs(mg_axis[1]))
assert abs(np.tan(tilt) - np.tan(eps / 2) * abs(np.sin(phi))) < 1e-12
assert abs(pair_angle - 4 * alpha) < 1e-12
assert abs(cp_axis @ START) < 1e-12
quarter = rotation(Z, np.pi / 2)
assert np.allclose(mg_pair, quarter @ cp_pair @ quarter.T, atol=1e-12)

count = 40
cp_path, mg_path = follow(cp_unit, START, count), follow(mg_unit, START, count)
cp_signal, mg_signal = cp_path @ START, mg_path @ START
assert mg_signal.min() >= np.cos(2 * tilt) - 1e-12
# The transverse component perpendicular to the MG pulses is not protected
unprotected = follow(mg_unit, X, count) @ X
assert np.allclose(unprotected, cp_signal, atol=1e-11)


# Finite pulses: offset stays on while the drive is on
def finite_changes(ratio):
    """Change of the CP and MG signals caused by finite pulses, 20 echoes."""
    return [np.abs(follow(echo_unit(p, phi, eps, ratio), START, 20) @ START
                   - ideal[:21])
            for p, ideal in ((CP_PHASE, cp_signal), (MG_PHASE, mg_signal))]


ratio = offset / drive
cp_change, mg_change = finite_changes(ratio)
cp_strong, mg_strong = finite_changes(ratio / 10)
finite_unit = echo_unit(CP_PHASE, phi, eps, ratio)
finite_angle = rotation_angle(finite_unit @ finite_unit)
shift = (finite_angle - pair_angle) / 4
# The extra error per echo is ratio*sin(phi) to leading order
assert abs(shift / (ratio * np.sin(phi)) - 1) < 1e-2
# In CP it accumulates, no faster than linearly in the echo number
assert np.all(cp_change <= 2 * np.arange(21) * abs(shift) + 1e-11)
assert mg_change.max() < 5e-3
# A tenfold drive brings both trains close to the hard-pulse limit
assert max(cp_strong.max(), mg_strong.max()) < 5e-3

# Uniform spread of phi; 512 points integrate these trigonometric sums exactly
phis = 2 * np.pi * np.arange(512) / 512
long_count = 200
cp_all = follow(echo_unit(CP_PHASE, phis, eps), START, long_count) @ START
mg_units = echo_unit(MG_PHASE, phis, eps)
mg_all = follow(mg_units, START, long_count) @ START
cp_mean, mg_mean = cp_all.mean(axis=1), mg_all.mean(axis=1)
k = np.arange(1, count + 1)
sign = (-1.0)**k
# Tolerances cover the neglected higher orders in eps
assert np.max(np.abs(cp_mean[k] - sign * j0(k * eps))) < 3e-3
transient = sign * eps**2 / 4 * j1(k * eps) / (k * eps)
assert np.max(np.abs(mg_mean[k] - np.cos(eps / 2) - transient)) < 5e-5
assert abs(mg_mean[long_count] - np.cos(eps / 2)) < 5e-5
assert mg_all.min() >= np.cos(eps) - 1e-11

# Excitation pulse with the same relative error
bad_start = rotation(X, np.pi / 2 + eps / 2) @ Z
bad_all = follow(mg_units, bad_start, long_count) @ START
assert bad_all.min() >= np.cos(1.5 * eps) - 1e-11

hbar_ev = constants.hbar / constants.e
print(f"offset energy = {offset:.1e} eV")
print(f"drive energy = {drive:.1e} eV")
print(f"half echo spacing tau = {tau:.1e} hbar/eV")
print(f"hard-pulse echo spacing 2 tau = {2 * tau * hbar_ev * 1e3:.3f} ms")
print(f"relative excess of refocusing angle = {excess:.2f}")
print(f"flip-angle error eps = {eps:.5f} rad")
print(f"flip-angle error eps, converted = {np.degrees(eps):.2f} degree")
print(f"precession phase phi = {phi:.3f} rad")
print(f"s = sin(eps/2) = {np.sin(eps / 2):.5f}")
print(f"c = cos(eps/2) = {np.cos(eps / 2):.5f}")
print(f"alpha = {alpha:.5f} rad")
print(f"net rotation per two echoes = {pair_angle:.5f} rad")
print(f"same, converted = {np.degrees(pair_angle):.2f} degree")
print(f"small-error estimate 2 eps cos(phi) = {2 * eps * np.cos(phi):.5f} rad")
for name, axis in (("CP", cp_axis), ("MG", mg_axis)):
    print(f"{name} pair axis (x, y, z) = "
          + ", ".join(f"{v + 0.0:.5f}" for v in axis.round(10)))
print(f"tilt of MG axis from y line = {tilt:.5f} rad")
print(f"same, converted = {np.degrees(tilt):.2f} degree")
for echo in (1, 2):
    print(f"z component after echo {echo}: CP {cp_path[echo, 2]:.5f}, "
          f"MG {mg_path[echo, 2]:.5f}")
print("one offset, signal relative to start:")
for echo in (1, 2, 4, 8, 12, 20, 40):
    print(f"  echo {echo}: CP {cp_signal[echo]:.5f}, MG {mg_signal[echo]:.5f}")
print(f"CP envelope first zero, one offset = {np.pi / (4 * alpha):.2f} echoes")
print(f"MG lower bound, this offset = {np.cos(2 * tilt):.5f}")
print(f"MG lower bound, any offset = {np.cos(eps):.5f}")
print("uniform spread of phi, mean signal:")
for echo in (1, 2, 10, 20, 40):
    print(f"  echo {echo}: CP {cp_mean[echo]:.5f}, MG {mg_mean[echo]:.5f}")
print(f"CP mean envelope first zero (Bessel) = {jn_zeros(0, 1)[0] / eps:.2f} echoes")
print(f"MG mean plateau cos(eps/2) = {np.cos(eps / 2):.5f}")
print(f"MG mean at echo {long_count} = {mg_mean[long_count]:.5f}")
print(f"MG minimum with faulty excitation, {long_count} echoes = {bad_all.min():.5f}")
print(f"its bound cos(3 eps/2) = {np.cos(1.5 * eps):.5f}")
print(f"offset/drive ratio = {ratio:.1e}")
print(f"finite pulses: net rotation per two echoes = {finite_angle:.5f} rad")
print(f"finite pulses: shift of alpha = {shift:.2e} rad")
print(f"largest signal change, 20 echoes: CP {cp_change.max():.1e}, "
      f"MG {mg_change.max():.1e}")
print(f"same with tenfold drive: CP {cp_strong.max():.1e}, "
      f"MG {mg_strong.max():.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
offset energy = 1.0e-13 eV
drive energy = 1.0e-10 eV
half echo spacing tau = 5.0e+12 hbar/eV
hard-pulse echo spacing 2 tau = 6.582 ms
relative excess of refocusing angle = 0.05
flip-angle error eps = 0.15708 rad
flip-angle error eps, converted = 9.00 degree
precession phase phi = 0.500 rad
s = sin(eps/2) = 0.07846
c = cos(eps/2) = 0.99692
alpha = 0.06891 rad
net rotation per two echoes = 0.27564 rad
same, converted = 15.79 degree
small-error estimate 2 eps cos(phi) = 0.27570 rad
CP pair axis (x, y, z) = 0.99929, 0.00000, -0.03770
MG pair axis (x, y, z) = 0.00000, 0.99929, -0.03770
tilt of MG axis from y line = 0.03771 rad
same, converted = 2.16 degree
z component after echo 1: CP 0.13728, MG 0.07500
z component after echo 2: CP -0.27196, MG 0.00142
one offset, signal relative to start:
  echo 1: CP -0.99052, MG 0.99717
  echo 2: CP 0.96225, MG 0.99995
  echo 4: CP 0.85186, MG 0.99979
  echo 8: CP 0.45133, MG 0.99922
  echo 12: CP -0.08292, MG 0.99846
  echo 20: CP -0.92671, MG 0.99726
  echo 40: CP 0.71758, MG 0.99960
CP envelope first zero, one offset = 11.40 echoes
MG lower bound, this offset = 0.99716
MG lower bound, any offset = 0.98769
uniform spread of phi, mean signal:
  echo 1: CP -0.99384, MG 0.99384
  echo 2: CP 0.97549, MG 0.99996
  echo 10: CP 0.47226, MG 0.99914
  echo 20: CP -0.30374, MG 0.99747
  echo 40: CP 0.21998, MG 0.99671
CP mean envelope first zero (Bessel) = 15.31 echoes
MG mean plateau cos(eps/2) = 0.99692
MG mean at echo 200 = 0.99690
MG minimum with faulty excitation, 200 echoes = 0.97237
its bound cos(3 eps/2) = 0.97237
offset/drive ratio = 1.0e-03
finite pulses: net rotation per two echoes = 0.27755 rad
finite pulses: shift of alpha = 4.80e-04 rad
largest signal change, 20 echoes: CP 1.3e-02, MG 1.3e-04
same with tenfold drive: CP 1.3e-03, MG 1.3e-05
ALL CHECKS PASSED
```
